# Fowler's Quadratic Law for Internal Photoemission and Its Conditions

To extract a contact barrier from computed or measured internal photoemission, one must decide which function of the yield to plot against photon energy before extending a straight line to zero. A square root is right if the quantity under it grows as the square of the excess energy. If that quantity grows with another power, the line can still look acceptable over a few tenths of an electronvolt, but it meets the axis at the wrong barrier. The choice therefore depends on where the square comes from and on what it assumes.

Consider a free-electron metal of mass $m$ at zero temperature, filled to the Fermi energy $E_F$ above its band bottom. It fills the half-space $z<0$ and touches a semiconductor whose conduction band is parabolic and isotropic with mass $m^*$. Let $\phi$ be the height of the barrier top above the Fermi level, $h\nu$ the photon energy, and

$$\Delta=h\nu-\phi>0,\qquad g=\frac{m^*}{m},\qquad B=E_F+\phi .$$

Three assumptions define the model. First, momentum parallel to the interface is conserved both in absorption and in crossing. The photon's own momentum is negligible, so its energy goes entirely into motion along $z$; the surface must supply the missing normal momentum, since a free electron in a uniform metal cannot absorb a photon. Second, every electron that arrives at the interface and has an empty final state is excited with the same probability. Third, an excited electron is transmitted with probability one if its normal energy clears the barrier top, and with probability zero otherwise. Conservation of transverse momentum alone does not give the square; the third assumption matters just as much.

The first quantity needed is the flux of electrons arriving at the interface. With two spin states per orbital state, it is

$$J=\frac{2}{(2\pi)^3}\int d^2k_t\int_{k_z>0}dk_z\,v_z .$$

Write $E_t=\hbar^2k_t^2/2m$ and $E_z=\hbar^2k_z^2/2m$ for the transverse and normal energies. The occupied states are isotropic in the interface plane, so $d^2k_t$ becomes $\pi\,d(k_t^2)=(2\pi m/\hbar^2)\,dE_t$. Along the normal, $v_z=\hbar k_z/m$ and $dE_z=\hbar^2k_z\,dk_z/m$, hence $v_z\,dk_z=dE_z/\hbar$. Therefore

$$J=\frac{2}{8\pi^3}\,\frac{2\pi m}{\hbar^2}\,\frac1\hbar\iint dE_z\,dE_t=\frac{m}{2\pi^2\hbar^3}\iint dE_z\,dE_t .$$

The velocity has cancelled the one-dimensional density of states. Arriving flux is uniform in the plane of $E_z$ and $E_t$, and every flux below is an area in that plane times the same prefactor.

Next comes the escape condition. Let $\varepsilon=E_F-E_z-E_t\ge0$ be the depth of the initial state below the Fermi level. After absorption the total energy above the metal band bottom is $E_F-\varepsilon+h\nu$. The transverse wavevector is unchanged, but in the semiconductor it costs $\hbar^2k_t^2/2m^*=E_t/g$. The normal kinetic energy left at the barrier top is

$$w=E_F-\varepsilon+h\nu-B-\frac{E_t}{g}=\Delta-\varepsilon-\frac{E_t}{g},$$

and escape requires $w\ge0$. Together with $\varepsilon\ge0$ and $E_t\ge0$ this bounds a triangle. One side runs along $\varepsilon$ from 0 to $\Delta$, the other along $E_t$ from 0 to $g\Delta$. At fixed $E_t$, $dE_z=-d\varepsilon$, so areas are the same in either pair of variables:

$$A=\int_0^{g\Delta}\left(\Delta-\frac{E_t}{g}\right)dE_t=g\Delta^2-\frac{g\Delta^2}{2}=\frac{g\Delta^2}{2}.$$

The triangle must lie inside the occupied states, which means $E_z\ge0$ at its corners. There $E_z$ equals $E_F$, $E_F-\Delta$ and $E_F-g\Delta$, so the condition is $\Delta\max(1,g)\le E_F$. The emitted flux, before multiplication by the common excitation probability, is

$$J_{\rm em}=\frac{m}{2\pi^2\hbar^3}\,\frac{m^*\Delta^2}{2m}=\frac{m^*\Delta^2}{4\pi^2\hbar^3}.$$

One power of $\Delta$ comes from the energy depth that can escape, the other from the range of transverse energy. The metal's mass has dropped out: a light semiconductor mass makes transverse motion expensive and so narrows the range of transverse wavevectors that fit under the available energy.

A yield also needs a denominator. An arriving electron can be excited only if its final state is empty, which at zero temperature means $\varepsilon<h\nu$. At total energy $E=E_z+E_t$, the transverse energy can run from 0 to $E$, so the area per unit total energy is $E$. For $h\nu\le E_F$ the excitable area is

$$A_{\rm ex}=\int_{E_F-h\nu}^{E_F}E\,dE=\frac{E_F^2-(E_F-h\nu)^2}{2}=\frac{h\nu(2E_F-h\nu)}{2}.$$

All emitted electrons belong to this set, because $\varepsilon\le\Delta<h\nu$. The yield per excited arriving electron is thus

$$Y=\frac{A}{A_{\rm ex}}=\frac{m^*}{m}\,\frac{(h\nu-\phi)^2}{h\nu\,(2E_F-h\nu)} .$$

The yield per absorbed photon carries a further factor, the number of excited arriving electrons per absorbed photon, taken here as constant. The numerator is a pure square within the stated range. The yield itself is quadratic to leading order above threshold, because the denominator also varies with $h\nu$.

The exponent does not depend on counting by flux. If excitation is instead proportional to the density of electrons moving toward the interface, the weight $v_z$ is missing and the integrand gains a factor proportional to

$$E_z^{-1/2}=E_F^{-1/2}\left[1+\frac{E_F-E_z}{2E_F}+\dots\right].$$

The mean of $E_F-E_z$ over a triangle is the average of its corner values, $(0+\Delta+g\Delta)/3$. The count is then proportional to $\Delta^2[1+(1+g)\Delta/6E_F]$ at this order, still a square at threshold.

A different physical limit is obtained if the excited electrons lose their direction inside the metal before reaching the interface. Suppose they arrive isotropically, with flux spread evenly over the energies from $E_F$ to $E_F+h\nu$, and conserve transverse momentum only in crossing. At total energy $E$ and angle $\theta$ from the normal, escape requires

$$E-\frac{E\sin^2\theta}{g}\ge B,\qquad\text{so}\qquad \sin^2\theta_c=\frac{g(E-B)}{E},$$

provided this is at most one. Flux onto a plane is weighted by $2\sin\theta\cos\theta\,d\theta$, whose integral up to $\theta_c$ is $\sin^2\theta_c$. With $E=B+x$,

$$Y_{\rm iso}=\frac{g}{h\nu}\int_0^\Delta\frac{x\,dx}{B+x}=\frac{g}{h\nu}\left[\Delta-B\ln\left(1+\frac{\Delta}{B}\right)\right]\to\frac{g\Delta^2}{2Bh\nu}.$$

The last form uses $\ln(1+u)=u-u^2/2+\dots$. The square survives, since the escape cone opens linearly with excess energy and the energy range adds another power. At threshold only the prefactor changes.

The third assumption is less forgiving. Let the transmission be $t(w)$ rather than one. At fixed $E_t$, $d\varepsilon=-dw$; at fixed $w$, the condition $\varepsilon\ge0$ lets $E_t$ run from 0 to $g(\Delta-w)$. Hence

$$A(\Delta)=g\int_0^\Delta(\Delta-w)\,t(w)\,dw .$$

Differentiating once gives $A'=g\int_0^\Delta t\,dw$, because the integrand vanishes at the upper limit. Differentiating again gives

$$A''(\Delta)=g\,t(\Delta).$$

Provided the transmission depends on $w$ alone, the curvature of the emitted current therefore measures the transmission at the excess energy (for the abrupt step below, its weak further dependence on $E_t$ shifts the curvature by about half a percent at $\Delta=0.3$ eV), and the quadratic law amounts to the statement that this transmission is constant.

An abrupt potential step violates that statement. Let a wave of unit amplitude arrive with speed $v_1$, be reflected with amplitude $r$, and continue with amplitude $s$ and speed $v_2$. Continuity of the wavefunction gives $1+r=s$. Continuity of its derivative divided by the mass gives $v_1(1-r)=v_2s$. Eliminating $r$ yields $s=2v_1/(v_1+v_2)$, and the transmitted share of the flux is

$$t=\frac{v_2}{v_1}s^2=\frac{4v_1v_2}{(v_1+v_2)^2}.$$

Near threshold the normal energy in the metal is close to $B$, so $v_2/v_1\simeq\sqrt{w/(gB)}$ and $t\simeq4\sqrt{w/(gB)}$. The remaining integral is

$$\int_0^\Delta(\Delta-w)\sqrt w\,dw=\left(\frac23-\frac25\right)\Delta^{5/2}=\frac4{15}\Delta^{5/2},$$

which gives

$$A\to\frac{16}{15}\sqrt{\frac gB}\,\Delta^{5/2}.$$

Transverse momentum is conserved here too, yet the threshold power is five halves. The quadratic law needs a transmission that is nearly constant over the whole range of $w$, from just above the barrier top to the largest $\Delta$ used.

Temperature acts at the other end of the range. With $T>0$, a state at energy $s$ above the Fermi level is occupied with probability $f(s)=1/(e^{s/kT}+1)$, and escape allows $E_t$ from 0 to $g(\Delta+s)$. Keeping the chemical potential fixed and transmission ideal,

$$A_T=g\int_{-\Delta}^\infty(\Delta+s)f(s)\,ds .$$

For negative $s$ use $f(s)=1-f(-s)$. This gives

$$\frac{A_T}{g}=\frac{\Delta^2}{2}-\int_0^\Delta(\Delta-s)f\,ds+\int_0^\infty(\Delta+s)f\,ds .$$

Extending the first integral to infinity and restoring the added part leaves

$$\frac{A_T}{g}=\frac{\Delta^2}{2}+2\int_0^\infty sf\,ds-\int_\Delta^\infty(s-\Delta)f\,ds .$$

The middle term is $\pi^2(kT)^2/6$, and the last is of order $(kT)^2e^{-\Delta/kT}$. For $\Delta\gg kT$ the relative increase is therefore $(\pi^2/3)(kT/\Delta)^2$. At threshold itself the current no longer vanishes, so points within a few $kT$ of $\phi$ do not belong in a zero-temperature fit.

For a worked example, take $\phi=0.90$ eV, $E_F=7.0$ eV and $g=0.35$. At $h\nu=1.2$ eV the excess is $\Delta=0.30$ eV, and

$$A=\frac{0.35\times0.30^2}{2}=0.01575\ {\rm eV}^2,\qquad A_{\rm ex}=\frac{1.2\times12.8}{2}=7.68\ {\rm eV}^2 .$$

Their ratio is $Y=2.05\times10^{-3}$: about two excited arriving electrons in a thousand escape. The isotropic limit gives $1.62\times10^{-3}$. At 1.1 and 1.5 eV the ideal yields are $0.99\times10^{-3}$ and $6.72\times10^{-3}$. At 300 K, where $kT=25.9$ meV, the yield at 1.1 eV rises by 5.5 % relative to zero temperature, as the correction with $\Delta=0.20$ eV predicts. The denominator does not change at this order: thermal smearing adds $\pi^2(kT)^2/6$ to the excitable area at its upper edge, $E_F$, and removes the same amount at its lower edge, $E_F-h\nu$.

Now fit a least-squares line to five ideal yields at 1.1, 1.2, 1.3, 1.4 and 1.5 eV. Plotting $\sqrt{Y h\nu(2E_F-h\nu)}$ returns $\phi$, because that quantity is $\sqrt g\,\Delta$. Plotting $\sqrt{Yh\nu}$ returns 0.905 eV, while plotting $\sqrt Y$ returns 0.845 eV, an error of 55 meV with no noise and no failure of the model. To see why, write the plotted quantity as $\Delta\,u(h\nu)$. Its tangent meets the axis at

$$h\nu-\frac{\Delta}{1+\Delta u'/u}\simeq\phi+\Delta^2\frac{u'}{u}.$$

For $\sqrt Y$, the factor $u$ contains $(h\nu)^{-1/2}$ and falls with photon energy, so the root is too low. For $\sqrt{Yh\nu}$ only $(2E_F-h\nu)^{-1/2}$ remains; it rises slowly, and the root is slightly too high. With $E_F$ much larger than $h\nu$, multiplying by the photon energy removes most of the bias.

Transmission can be examined with an image-force barrier. Measured from the flat band edge, its potential energy is

$$V(x)=-Fx-\frac Cx,\qquad C=\frac{e^2}{16\pi\epsilon_0\epsilon},$$

where $x$ is the distance from the metal and $F$ the force on the electron. Setting $V'=0$ puts the top at $x_0=\sqrt{C/F}$, a distance $2\sqrt{CF}$ below the flat edge. A field of 0.2 MV/cm and a high-frequency permittivity of 4 give $x_0=2.1$ nm and a lowering of 85 meV. The chosen $\phi$ is the height of this lowered top, so the flat barrier would be about 0.985 eV.

The wave equation was solved for this potential, cut off where it meets the metal band bottom, by matching waves through 3000 thin layers of constant potential. The transmission rises from 0.66 at $w=0.05$ eV to 0.90 at 0.5 eV. For an abrupt step of the same height it rises from 0.42 to 0.83. Inserting these transmissions into the integral for $A$, now including energies below the top for the image barrier, gives the following results. The local exponent is the logarithmic slope of $A$ between $\Delta=0.27$ and 0.33 eV; the fitted barrier is the root of the $\sqrt{Yh\nu}$ line over the same five photon energies.

| Case | Exponent | Fitted barrier (eV) |
|---|---:|---:|
| Ideal, 0 K | 2.00 | 0.905 |
| Ideal, 300 K | 1.95 | 0.899 |
| Image barrier, 0 K | 2.18 | 0.932 |
| Abrupt step, 0 K | 2.33 | 0.953 |
| Collision loss, 0 K | 2.99 | 1.015 |

The step has not reached its threshold exponent of 2.5 at these energies because its transmission is already saturating. The image barrier lies closer to the square but does not reach it, because its transmission still rises with energy over this range. The image law itself is doubtful within a few tenths of a nanometre of the metal. Ending the image potential abruptly at 0.3 nm, with the metal band bottom beyond, raises the exponent to 2.25 and the fitted barrier to 0.942 eV, so the last digits in that row depend on the interface model. Tunnelling below the top supplies 2 % of the image-barrier current at $\Delta=0.30$ eV, so it is a small correction there.

The last row estimates a more serious effect. An electron must travel from the interface to the barrier top without being turned back. Its kinetic energy on the way is $K(x)=w-2\sqrt{CF}+Fx+C/x$, and its transit time is

$$T(w)=\int_0^{x_0}\frac{dx}{\sqrt{2K(x)/m^*}} .$$

A mobility $\mu=10$ cm²/Vs corresponds to a collision time $\tau=\mu m^*/e=2.0$ fs. Numerical integration gives $T=4.1$ fs at $w=0.2$ eV, about twice the collision time. If every collision removes the electron, and wave reflection is ignored, then $t=e^{-T/\tau}$. This is 0.064 at $w=0.1$ eV and 0.25 at 0.5 eV. Slow electrons are lost more often, which steepens the yield. At $\Delta=0.30$ eV the current falls to 6 % of the ideal value, and the fitted barrier moves up by 0.11 eV relative to the ideal fit. The exponent near three is a result for these parameters, not another threshold law. The estimate is also classical. At the barrier top the wavevector times the mean free path is $2w\tau/\hbar$, which is below one for $w$ less than about 0.17 eV. For such slow electrons a path between collisions is not well defined near the top, and the row gives only a rough size.

These parameters are rough values for the regime of a palladium contact on amorphous indium gallium zinc oxide. Palladium has $d$ states at its Fermi level, so the free-electron metal and its 7 eV Fermi energy are model choices. The assumption most in doubt for such a device is ballistic, momentum-conserving passage through the disordered oxide. The collision estimate is not a strict bound in either direction: an electron scattered before the barrier top may still cross, while one that has passed the top may be scattered back. A collision time taken from a mobility also need not apply to electrons a few tenths of an electronvolt above the band edge. The estimate suggests that the correction could reach a tenth of an electronvolt, not that it does. Lateral variations of the barrier and absorption by states in the oxide gap are also left out, and either could change the curve near threshold.

When $h\nu\ll E_F$ and both the excitation factor and the transmission are nearly constant, $\sqrt{Yh\nu}$ is a better starting plot than $\sqrt Y$. If the transmission rises with energy, the upward error it causes can partly cancel the downward error of $\sqrt Y$. For the image barrier at zero temperature, $\sqrt Y$ returns 0.881 eV (0.895 eV with the image potential ended at 0.3 nm), closer to the true 0.90 eV than the 0.932 eV in the table, but only because two errors oppose each other. The lowest point should lie several $kT$ above the barrier. The fitting window should then be moved. Even in the ideal model the root of this plot lies above $\phi$ by about $\Delta^2/[2(2E_F-h\nu)]$, taken at the middle of the window, so it drifts slightly upward as the window rises. Temperature adds a little to this drift: in the worked example, moving the window from 1.1–1.5 eV to 1.3–1.7 eV raises the root by about 10 meV at 300 K, against 8 meV at zero temperature. The size and sign of this baseline depend on the excitation picture and on the chosen $E_F$. In the isotropic limit, also with unit transmission, the root is 0.894 eV, below $\phi$, and the same move lowers it by 8 meV. A drift of about 10 meV in either direction therefore identifies no cause. A drift clearly beyond these effects and beyond the noise shows that some other assumption has failed, with energy-dependent transmission one candidate: for the image barrier at zero temperature, the same move of the window raises the root by 18 meV, or by 23 meV with the image potential ended at 0.3 nm. A straight-looking line over a single window does not establish the quadratic law.
